# Third cumulant and bond charge in the forbidden reflections of silicon

## Result

In the diamond structure the reflections with $h,k,l$ even and $h+k+l=4n+2$ vanish for spherical atoms in harmonic motion. What survives is $F=i(A_{\rm bond}+A_{\rm anh})$ per cubic cell, with

$$A_{\rm anh}=-8f_c\,\kappa\,Q_xQ_yQ_z\,e^{-W},\qquad \kappa=\langle u_xu_yu_z\rangle,\qquad W=\tfrac12\sigma^2Q^2 .$$

Here $\kappa$ is the third cumulant of the displacement of one atom, $\sigma^2=\langle u_x^2\rangle$, and $f_c$ is the spherical form factor. To first order in cubic anharmonicity $\kappa\propto T^2$ in the classical regime. In the model below it is negative, so for positive $h,k,l$ the term $A_{\rm anh}$ is positive. Classically it varies as $T^2e^{-W}$ and grows until $W=2$, which in the model lies above melting for 222 and 442 but can lie below it for high orders. For the bond charge of the example $A_{\rm bond}$ decays slowly at both reflections. At 222 the bond term is negative and large, and the cumulant speeds up the fall of the intensity. At 442 a spherical charge at rest on the bond midpoint scatters nothing. For an axial Gaussian charge the bond term is negative if and only if the thermally averaged charge is elongated along the bond. If it is negative and outweighs $A_{\rm anh}$ at low temperature, where zero-point motion keeps $\kappa$ finite, the intensity passes through zero at the temperature $T_0$ where the growing $A_{\rm anh}$ overtakes it, provided this happens below melting. At 622 the terms add. Neutrons see $A_{\rm anh}$ alone.

## What the lattice lets through

The conventions are $F=\sum f\,e^{+i\mathbf Q\cdot\mathbf r}$ and $\mathbf Q=(2\pi/a)(h,k,l)$. Atom A is at the origin with bond vectors $\mathbf b=\frac a4(1,1,1),\ \frac a4(1,\bar1,\bar1),\ \frac a4(\bar1,1,\bar1),\ \frac a4(\bar1,\bar1,1)$ of length $d$, and atom B is at $\frac a4(1,1,1)$. Scattering is kinematic and the volume is fixed. A spherical density rides rigidly on each nucleus, and a centrosymmetric charge $q$ rides on each bond midpoint.

The four face-centred translations give a factor 4. Atom B carries the phase $e^{i\pi(h+k+l)/2}=-1$. With $T_A=\langle e^{i\mathbf Q\cdot\mathbf u_A}\rangle$ the atoms contribute $4f_c(T_A-T_B)$. The bond midpoint is an inversion centre that exchanges A and B, so $P_B(\mathbf u)=P_A(-\mathbf u)$ and $T_B=T_A^*$. Hence

$$F_{\rm atoms}=8i\,f_c\,{\rm Im}\,T_A .$$

A midpoint has the phase $\mathbf Q\cdot\mathbf b/2=\pi n/4$, where $n$ is $h+k+l$, $h-k-l$, $-h+k-l$ or $-h-k+l$. These differ from $h+k+l$ by numbers such as $2(k+l)$, which are multiples of 4 for even indices. Every $n$ is therefore $2$ modulo $4$, the cosine vanishes, and the phase factor is $i\sin(\pi n/4)=\pm i$. The thermally averaged form factor $q\,g_b$ of a centrosymmetric charge on an inversion centre is real, so

$$A_{\rm bond}=4q\sum_b\sin(\pi n_b/4)\,g_b .$$

Both terms are purely imaginary in $F$, so they interfere in amplitude and can cancel.

## The cumulant term

The logarithm of $T_A$ generates the cumulants:

$$\ln T_A=iQ_\alpha\langle u_\alpha\rangle-\tfrac12Q_\alpha Q_\beta\langle u_\alpha u_\beta\rangle_c-\tfrac i6Q_\alpha Q_\beta Q_\gamma\langle u_\alpha u_\beta u_\gamma\rangle_c+\dots$$

The site group $\bar43m$ contains twofold axes such as $(x,y,z)\to(x,-y,-z)$. They reverse $u_x$, $u_xu_y$, $u_x^3$, $u_xu_y^2$ and their permutations, whose averages vanish, and they leave $u_xu_yu_z$ unchanged. The threefold axes make the three $\langle u_\alpha^2\rangle$ equal. The product $xyz$ occurs in six index orders, which cancels the $\frac16$:

$$T_A=e^{-W-i\kappa Q_xQ_yQ_z},\qquad {\rm Im}\,T_A=-e^{-W}\sin(\kappa Q_xQ_yQ_z)\simeq-\kappa Q_xQ_yQ_z\,e^{-W}.$$

In the example the argument of the sine stays below $10^{-2}$ over the tabulated range up to 1100 K; at 442 it reaches that value near 1370 K. The fourth cumulant is real and modifies $e^{-W}$; it is zero at first order in the cubic energy and is dropped. For $l=0$ the cumulant term vanishes. So does the bond term, since the four $n$ then form pairs $n,-n$ with equal $g_b$ and opposite sines. Reflections such as 200 and 420 stay forbidden.

The one-particle picture takes $V=\frac12\alpha u^2+\beta xyz$. Expanding the Boltzmann factor to first order gives the density $P_0(\mathbf u)(1-\beta xyz/kT)$, with $P_0$ Gaussian and $\sigma^2=kT/\alpha$. Then

$$\kappa=-\frac{\beta}{kT}\langle x^2\rangle\langle y^2\rangle\langle z^2\rangle=-\frac{\beta\,(kT)^2}{\alpha^3}.$$

All four bond directions have $xyz>0$. For $\beta>0$ the atom spends extra time opposite the bonds, so its averaged scattering density has tetrahedral lobes pointing away from the bond charge. For the reflection 222 this is the source of the opposite signs.

## The cumulant in a crystal

Let $u_i$ run over all Cartesian displacements, with $V_3=\frac16\Phi_{ijk}u_iu_ju_k$ and $B=1/kT$. To first order $e^{-B(H_0+V_3)}=e^{-BH_0}[1-\int_0^BV_3(\tau)d\tau]$ with $V_3(\tau)=e^{\tau H_0}V_3e^{-\tau H_0}$, and odd harmonic averages vanish, so $\kappa=-\int_0^B\langle V_3(\tau)\,u_xu_yu_z\rangle_0\,d\tau$. Wick's theorem gives 15 pairings. Nine contain an on-site factor such as $\langle u_yu_z\rangle_0=0$. The other six join each of $u_x,u_y,u_z$ to one leg of $V_3$, are equal, and cancel the $\frac16$:

$$\kappa=-\int_0^Bd\tau\;\Phi_{ijk}D_{ix}D_{jy}D_{kz},\qquad D_{ix}(\tau)=\langle u_i(\tau)u_x(0)\rangle_0 .$$

A mode of energy $\epsilon=\hbar\omega$ has $u=\sqrt s\,(a+a^\dagger)$ with $s=\hbar^2/2M\epsilon$ and $a(\tau)=ae^{-\epsilon\tau}$. Its correlation is $D=s[(\bar n+1)e^{-\epsilon\tau}+\bar ne^{\epsilon\tau}]$, with $\bar n$ the Bose factor, and $D_{ix}$ is the sum of these weighted by eigenvector products.

For an Einstein oscillator $\kappa=-\beta\int D^3d\tau$. The identity $e^{-\epsilon B}=\bar n/(\bar n+1)$ does the integrals. The terms in $e^{\mp3\epsilon\tau}$ each give $[(\bar n+1)^3-\bar n^3]/3\epsilon=(3\bar n^2+3\bar n+1)/3\epsilon$. The cross term $3(\bar n+1)^2\bar n\,e^{-\epsilon\tau}$ gives $3(\bar n+1)^2\bar n\cdot\frac1{(\bar n+1)\epsilon}=3\bar n(\bar n+1)/\epsilon$, and $3(\bar n+1)\bar n^2e^{\epsilon\tau}$ gives the same. The sum is

$$\kappa=-\frac{\beta s^3}{\epsilon}\Big[8\bar n(\bar n+1)+\tfrac23\Big].$$

At $T=0$ zero-point motion leaves $\kappa=-2\beta s^3/3\epsilon$. With $x=\epsilon/kT$, $\bar n(\bar n+1)=1/[4\sinh^2(x/2)]=x^{-2}-\frac1{12}+\frac{x^2}{240}-\dots$, the constants $-\frac8{12}$ and $+\frac23$ cancel, and $\kappa=\kappa_{\rm cl}(1+x^4/240+\dots)$. Here $\kappa_{\rm cl}=-8\beta s^3(kT)^2/\epsilon^3=-\beta(kT)^2/\alpha^3$, because $2s/\epsilon=1/M\omega^2=1/\alpha$.

The cancellation carries over to any spectrum. $D(\tau)$ has the Fourier series $kT\sum_mG_me^{i\nu_m\tau}$ with $\nu_m=2\pi mkT$, and the same identity gives

$$G_m=\int_0^BD\,e^{-i\nu_m\tau}d\tau=s\Big[\frac1{\epsilon+i\nu_m}+\frac1{\epsilon-i\nu_m}\Big]=\frac{\hbar^2/M}{\epsilon^2+\nu_m^2}.$$

The $\tau$ integral of a triple product is $(kT)^2\sum G_{m_1}G_{m_2}G_{m_3}$ over $m_1+m_2+m_3=0$. The all-zero term contains $G_0=1/M\omega^2$, which summed over modes is the static Green function $G=\Phi_2^{-1}$, the inverse force-constant matrix without the uniform translations. Any other term has at least two nonzero $m$, each costing $G_m/G_0\approx(\epsilon/\nu_m)^2$. Therefore

$$\kappa=-c\,(kT)^2\,[1+O(T^{-4})],\qquad c=\Phi_{ijk}G_{ix}G_{jy}G_{kz}.$$

The constant $c$ has a static meaning. Under a force $\mathbf F$ on the atom, equilibrium requires $\Phi_2u+\partial V_3/\partial u=F$. Iterating once from $u^{(1)}=GF$ gives $u_x=G_{xx}F_x-\frac12G_{ix}\Phi_{ijk}u^{(1)}_ju^{(1)}_k$, so $c=-\partial^2u_x/\partial F_y\partial F_z$. It can be had from relaxations in a supercell. The one-particle constants follow as $\alpha=1/G_{xx}$ and $\beta=c\alpha^3$.

## Why $\kappa$ is negative

The model has Morse bonds, $V=(k_S/2a_M^2)(1-e^{-a_M\delta})^2=\frac12k_S\delta^2-\frac12k_Sa_M\delta^3+\dots$ for a stretch $\delta$, and $\frac12K(\cos\theta+\frac13)^2$ for each bond angle. Let $\mathbf w=\mathbf u_B-\mathbf u_A=\delta_1\hat{\mathbf b}+\mathbf w_\perp$. The length is $[(d+\delta_1)^2+w_\perp^2]^{1/2}=d+\delta_1+\delta_2+\dots$ with $\delta_2=w_\perp^2/2d$. Dividing the bond vector by its length gives the unit vector $\hat{\mathbf b}+\mathbf n_1+\mathbf n_2$, with $\mathbf n_1=\mathbf w_\perp/d$ and $\mathbf n_2=-\delta_1\mathbf w_\perp/d^2-w_\perp^2\hat{\mathbf b}/2d^2$. For two bonds at one atom, $\cos\theta+\frac13=c_1+c_2$ with $c_1=\hat{\mathbf b}\cdot\mathbf n_1'+\mathbf n_1\cdot\hat{\mathbf b}'$ and $c_2=\hat{\mathbf b}\cdot\mathbf n_2'+\mathbf n_1\cdot\mathbf n_1'+\mathbf n_2\cdot\hat{\mathbf b}'$. Collecting third-order terms,

$$V_3=\sum_{\rm bonds}\big(-\tfrac12k_Sa_M\delta_1^3+k_S\delta_1\delta_2\big)+\sum_{\rm angles}Kc_1c_2 .$$

The contraction $c$ is the coefficient of $t_1t_2t_3$ in $V_3(t_1G_x+t_2G_y+t_3G_z)$.

The four nearest bonds can be done by hand. Each bond is a threefold axis lying in mirror planes, so a unit force along $\mathbf e_\alpha$ on A gives $\mathbf w^\alpha=-p\,\hat b_\alpha\hat{\mathbf b}-t\,(\mathbf e_\alpha-\hat b_\alpha\hat{\mathbf b})$, where $p$ and $t$ are positive if the neighbour moves less than the pushed atom. In the Morse term the coefficient of $t_1t_2t_3$ in $\delta_1^3$ is $6\delta_1^x\delta_1^y\delta_1^z=-6p^3\hat b_x\hat b_y\hat b_z$. In the geometric term $(k_S/2d)\delta_1w_\perp^2$ it is $(k_S/d)\,\delta_1^x\,\mathbf w_\perp^y\cdot\mathbf w_\perp^z$ plus two permutations, with $\delta_1^x=-p\hat b_x$ and $\mathbf w_\perp^y\cdot\mathbf w_\perp^z=-t^2\hat b_y\hat b_z$. Since $\hat b_x\hat b_y\hat b_z=1/3\sqrt3$ on each bond,

$$c_{\rm Morse}^{(1)}=\frac4{\sqrt3}\,k_Sa_M\,p^3,\qquad c_{\rm geom}^{(1)}=\frac4{\sqrt3}\,\frac{k_S}d\,p\,t^2 .$$

Both are positive. The first is the hardening of a bond under compression. The second needs no anharmonic bond: an atom moving toward one neighbour moves largely sideways to the other three, and sideways motion lengthens bonds that are already stretched.

The example uses the silicon geometry and mass, $a=5.43$ Å (a model input), $d=2.351$ Å and $M=28.085$ u, with round constants $k_S=9$ eV/Å$^2$, $a_M=1.5$ Å$^{-1}$ and $K=1.5$ eV. The highest phonon energy is 66 meV. The fields $G$ and $D(\tau)$ come from Fourier transforming the mode sums of a periodic crystal of $10^3$ primitive cells, and the $\tau$ integral from 12-point Gauss–Legendre quadrature on the half interval. The result in Å$^3$/eV$^2$ is

$$c=0.0038\ ({\rm Morse})+0.0082\ ({\rm geometric})+0.0025\ ({\rm bending})=0.0145 .$$

In this model the Morse asymmetry supplies about a quarter of $c$, and the geometric term is the largest. Reversing $a_M$ reverses the Morse part and leaves $c=-0.0038+0.0082+0.0025=0.0069$, so at this strength the sign of $\kappa$ does not hang on the bond asymmetry; the Morse part is linear in $a_M$, and $c$ would change sign only near $a_M=-4.2$ Å$^{-1}$. The bending part depends on the cubic form chosen: an energy harmonic in $\theta$ with the same curvature gives 0.0036 in place of 0.0025 and $c=0.0156$. The one-particle constants are $\alpha=3.35$ eV/Å$^2$ and $\beta=0.0145\times3.35^3=0.545$ eV/Å$^3$, with about 0.002 of uncertainty from the mesh extrapolation.

The ratio $\kappa/\kappa_{\rm cl}$ is 2.12 at 100 K, 1.033 at 300 K and 1.005 at 500 K. Its excess over one is $3.19\times10^{-4}$ at 1000 K and $2.02\times10^{-5}$ at 2000 K, a ratio of 15.8 against the 16 of the leading $T^{-4}$ term.

## The bond term

For a spherical charge $g_b$ is common to the four bonds. With $x,y,z=\pi h/4,\pi k/4,\pi l/4$, the first two sines add to $2\sin x\cos(y+z)$ and the last two to $-2\sin x\cos(y-z)$. The total is $-4\sin x\sin y\sin z$, which is $-4$ for 222, $0$ for 442 since $\sin\pi=0$, and $+4$ for 622. A spherical charge of any amount gives nothing at 442, so the bond term there is $q$ times a measure of the anisotropy of the charge.

Take an axial Gaussian of static widths $s_\parallel,s_\perp$. The midpoint displacement $\frac12(\mathbf u_A+\mathbf u_B)$ has an axial covariance $U_\parallel,U_\perp$ and, by inversion, no odd cumulants. Convolution adds variances, $v_\parallel=s_\parallel^2+U_\parallel$ and $v_\perp=s_\perp^2+U_\perp$. Since $(\mathbf Q\cdot\hat{\mathbf b})^2=(2\pi/a)^2n^2/3$,

$$g_b=e^{-v_\perp Q^2/2}\,g(n),\qquad g(n)=e^{-\lambda n^2},\qquad\lambda=\tfrac16(v_\parallel-v_\perp)(2\pi/a)^2 .$$

For 222 the values of $n$ are $6,-2,-2,-2$, all with sine $-1$. For 442 they are $10,-2,-2,-6$ with sines $+1,-1,-1,+1$. For 622 they are $10,2,-6,-6$, all with sine $+1$. The sums are

$$222:\ -[g(6)+3g(2)],\qquad442:\ g(10)+g(6)-2g(2),\qquad622:\ g(10)+g(2)+2g(6).$$

The 222 sum is negative and the 622 sum positive for any $\lambda$. For $\lambda>0$, $g$ falls with $|n|$, both positive terms at 442 are smaller than $g(2)$, and the sum is negative. For $\lambda<0$ it is positive.

The covariance is tied to $p$ and $t$. With $C=\langle u_Au_B\rangle$ along or across the bond, $U=\frac12(\sigma^2+C)$, and classically the relative response is $(\sigma^2-C)/kT$. Thus $p=2(\sigma^2-U_\parallel)/kT$ and $t=2(\sigma^2-U_\perp)/kT$. A bond stiffer in stretch than in shear has $p<t$ and so $U_\parallel>U_\perp$: thermal motion itself elongates the averaged charge. The values of $\sigma^2$ and $U$ are mode sums on $12^3$ and $24^3$ meshes, combined as $2X_{24}-X_{12}$, because the omitted acoustic region has volume $\sim N^{-3}$ and integrand $\sim N^2$, an error $\propto1/N$. At 1100 K, where $kT=0.0948$ eV, $\sigma^2=0.02841$, $U_\parallel=0.02601$ and $U_\perp=0.01931$ Å$^2$, giving $p\approx0.05$ and $t\approx0.19$ Å$^2$/eV. The first-shell Morse term is then $2.31\times13.5\times0.05^3\approx0.004$, close to the full lattice value. The first-shell geometric term is $2.31\times3.83\times0.05\times0.19^2\approx0.016$, twice the full value, so farther bonds cancel about half of it. The first-shell bond terms alone, about 0.020, exceed the whole of $c$.

## Sizes

Each atom owns two bonds and gives up $2q$ of its four valence electrons, so $f_c=f_{\rm core}+(1-q/2)f_{\rm val}$. The form factors are grid integrals of $\rho\,\sin(Qr)/Qr$ over the unrestricted Hartree–Fock density of the triplet atom in the cc-pVTZ basis; an uncontracted quadruple-zeta $spd$ basis raises $f_c$ by about 0.001 e at 222 and 442. The bond charge has $q=0.5$ e, $s_\perp=0.40$ Å and $s_\parallel=0.60$ Å. These were chosen to put $|F(222)|$ near the rough measured 1.5 e and the 442 zero near the rough measured 500 K, so $T_0$ is illustrated and not predicted.

At 300 K, $\sigma^2=0.00817$, $U_\parallel=0.00731$, $U_\perp=0.00548$ Å$^2$ and $\kappa=-1.000\times10^{-5}$ Å$^3$. Then $v_\parallel=0.3673$ and $v_\perp=0.1655$ Å$^2$. With $(2\pi/a)^2=1.3389$ Å$^{-2}$, $\lambda=0.04504$, so $g(2)=0.8351$, $g(6)=0.1976$ and $g(10)=0.0111$.

For 222, $Q^2=16.067$ Å$^{-2}$, $Q_xQ_yQ_z=12.395$ Å$^{-3}$ and $f_c=8.117-0.75\times0.106=8.037$ e:

$$A_{\rm bond}=-2\times e^{-1.329}\times2.703=-1.431\ {\rm e},$$

$$A_{\rm anh}=64.30\times1.239\times10^{-4}\times e^{-0.0656}=0.0075\ {\rm e}.$$

For 442, $Q^2=48.202$ Å$^{-2}$, $Q_xQ_yQ_z=49.578$ Å$^{-3}$ and $f_c=5.699+0.75\times0.0385=5.728$ e:

$$A_{\rm bond}=2\times e^{-3.988}\times(0.0111+0.1976-1.6703)=-0.0542\ {\rm e},$$

$$A_{\rm anh}=45.82\times4.957\times10^{-4}\times e^{-0.197}=0.0187\ {\rm e}.$$

From 222 to 442 the product $hkl$ rises fourfold and, after the fall of $f_c$ and $e^{-W}$, $A_{\rm anh}$ gains a factor 2.5. The diffuse bond term loses a factor 26. The ratio $|A_{\rm anh}/A_{\rm bond}|$ goes from 0.5% to 34%. Amplitudes in electrons per cell are:

| $T$/K | 222 bond | 222 anh | 442 bond | 442 anh | 442 total |
|---|---|---|---|---|---|
| 100 | −1.470 | 0.002 | −0.0585 | 0.0047 | −0.0537 |
| 300 | −1.431 | 0.007 | −0.0542 | 0.0187 | −0.0355 |
| 500 | −1.390 | 0.019 | −0.0499 | 0.0447 | −0.0052 |
| 700 | −1.349 | 0.036 | −0.0459 | 0.0773 | 0.0313 |
| 900 | −1.310 | 0.058 | −0.0423 | 0.1129 | 0.0706 |
| 1100 | −1.271 | 0.083 | −0.0389 | 0.1490 | 0.1102 |

The 442 intensity relative to 300 K is 2.3 at 100 K, 0.02 at 500 K and 4.0 at 900 K. Dropping both thermal factors and setting $8f_cc(kT_0)^2Q_xQ_yQ_z$ equal to the static bond amplitude, 0.0618 e, gives

$$kT_0\approx\Big[\frac{0.0618}{45.82\times0.01448\times49.58}\Big]^{1/2}=0.0433\ {\rm eV},\qquad T_0\approx503\ {\rm K}.$$

Root finding on the full first-order expression gives 530 K. The shift comes from the thermal factors. At 500 K the atom is damped by $e^{-0.01314\times24.10}=0.729$, the bond term by $0.0499/0.0618=0.808$, and $\kappa/\kappa_{\rm cl}=1.005$, so $T_0$ rises by $[0.808/(0.729\times1.005)]^{1/2}=1.05$. The same estimate for 222 is about 4200 K, far above melting at roughly 1700 K and outside the expansion.

With the two widths exchanged, $A_{\rm bond}(442)=+0.026$ e at 300 K and the terms add. A statically spherical charge of width 0.40 Å gives $-0.002$ e through $U_\parallel>U_\perp$, a tenth of $A_{\rm anh}$. At 622 the terms are $+0.019$ and $+0.012$ e.

## Practice and limits

The constant $c$ is best taken from neutron data, where $f_c$ is replaced by the scattering length $b_n$ and the bond term is absent. The 222 amplitude in units of $b_n$ is $9.3\times10^{-4}$ at 300 K and $7.2\times10^{-3}$ at 900 K, and to first order in $V_3$, $Ie^{2W}\propto\kappa^2$ has the logarithmic slope 3.997 between 900 and 1100 K. Higher orders change this: with the full model potential the slope of $\kappa^2$ at these temperatures is about 4.3, so $\kappa/(kT)^2$ should be extrapolated toward low temperature, within the classical range, before it is read as $-c$. The X-ray term is $f_c$ times this amplitude for the same reflection. The data fix $c=\beta/\alpha^3$, so a value of $\beta$ is meaningful together with its $\alpha$: a 10% change in $\alpha$ moves $\beta$ by about 30%. Below room temperature the quantum form of $\kappa$ is needed.

The X-ray 222 is a poor source of $c$. Between 300 and 900 K its intensity falls to 0.774, against 0.838 without the cumulant. If the bond density were damped by the atomic factor instead, the fall without the cumulant would be $e^{-(0.02330-0.00817)\times16.067}=0.784$. The choice of how the bond charge moves shifts the ratio by 0.054 and the cumulant by 0.064, so either can imitate the other. At 442 the zero fixes the ratio of $c$ to the static bond amplitude, again with some dependence on how the bond charge moves. Damping by the atomic factor would cancel the thermal factors and return $T_0$ to about 503 K, which changes the $c$ inferred from a given $T_0$ by about 10%. One intensity gives $|A_{\rm bond}+A_{\rm anh}|$ and hence two solutions for $A_{\rm bond}$, and the temperature dependence selects one. Dispersion replaces $f_c$ by $f_c+f'+if''$, which adds $(8f''\,{\rm Im}\,T_A)^2$ to $|F|^2$ and fills the zero. Multiple scattering through allowed reflections must be avoided or subtracted.

The lattice model is soft: $8\pi^2\sigma^2=0.65$ Å$^2$ at 300 K, against a rough measured 0.45 Å$^2$, so its $\alpha$, $\beta$ and thermal factors are not values for silicon. The skewness $-\kappa/\sigma^3$ is 0.014 at 300 K, but thermal expansion, quartic terms and higher orders in $V_3$ are omitted, and they are not negligible. With the full model potential, taken classically at fixed volume in a 64-atom cell, $|\kappa|$ exceeds its first-order value by about 10% at 500 K and 22% at 1100 K, and $\sigma^2$ and $U$ rise by about 4% and 10%. Rescaling by these ratios moves the 442 zero from 530 K to about 505 K. The link between the sign at 442 and elongation is proved for an axial Gaussian. At $Q\approx7$ Å$^{-1}$ the antisymmetric density near the cores also scatters, so a measured negative $A_{\rm bond}(442)$ constrains the whole tetrahedral deformation, and a computed value should come from an all-electron density.
